\section*{Initial time step for a 10 keV silicon recoil}

\section*{Question}

I am setting up a molecular dynamics simulation of a collision cascade in silicon. One atom is launched with a kinetic energy of 10 keV, and no atom may move more than 0.05 Å in one time step. I am asked to show that this requires an initial step near 0.019 fs.

I tried to estimate the atomic speed from the temperature. At 300 K the root-mean-square speed of a silicon atom is
\[
v_{\rm th}=\sqrt{\frac{3k_{\rm B}T}{m}}=0.00516\ \text{Å/fs},
\]
which gives
\[
\frac{0.05\ \text{Å}}{0.00516\ \text{Å/fs}}\approx 9.7\ \text{fs}.
\]
That is about 500 times too long. Which speed should I use? Does the force on the atom change the answer? And why is the step called ``initial'': does it have to become shorter when the recoil hits another atom?

\section*{Answer}

\subsection*{The fastest atom sets the step}

Your thermal speed is correct for a typical atom of the crystal, but the rule applies to every atom. All atoms are advanced with the same time step, so the fastest one decides how long that step may be. At launch this is the recoil.

Let $m$ be the mass of a silicon atom, $E$ the kinetic energy of the recoil in the laboratory frame, $v$ its speed, and $d=0.05$ Å the largest permitted displacement. I take 10 keV to be the whole kinetic energy of the recoil at launch. For nonrelativistic motion,
\[
E=\frac12mv^2 .
\]
Multiplying by $2/m$ and taking the positive root, because a speed is positive, gives
\[
v=\sqrt{\frac{2E}{m}} .
\]
If the speed hardly changes during the step, the displacement is $v\Delta t$. The rule $v\Delta t\le d$ then becomes
\begin{equation}
\Delta t\le\Delta t_0,\qquad
\Delta t_0=\frac{d}{v}=d\sqrt{\frac{m}{2E}} .
\label{eq:step}
\end{equation}
This is an upper limit. A shorter step also obeys the rule, at the price of more steps.

\subsection*{Putting in the numbers}

The mass is $28.085$ u, or $4.66362\times10^{-26}$ kg. The energy is $10$ keV, or $1.60218\times10^{-15}$ J. Therefore
\begin{align*}
v&=\sqrt{\frac{2(1.60218\times10^{-15}\ \text{J})}
{4.66362\times10^{-26}\ \text{kg}}}\\
&=2.621\times10^5\ \text{m/s}.
\end{align*}
The convenient unit of speed here is the ångström per femtosecond:
\[
1\ \text{Å/fs}=\frac{10^{-10}\ \text{m}}{10^{-15}\ \text{s}}
=10^5\ \text{m/s}.
\]
The recoil speed is thus $2.621$ Å/fs, and
\[
\Delta t_0=\frac{0.05\ \text{Å}}{2.621\ \text{Å/fs}}
=0.0191\ \text{fs}=1.91\times10^{-17}\ \text{s}.
\]

Since this is an upper limit, it should be rounded down. In 0.019 fs the recoil moves 0.0498 Å, which is allowed. In 0.020 fs it moves 0.0524 Å, which is not.

During $\Delta t_0$ an atom with your thermal speed moves only about $10^{-4}$ Å. Some thermal atoms are faster than the root-mean-square value, but one would need about 500 times that value to match the recoil. If the recoil also had a thermal velocity before it was struck, and this were added to the launch velocity, a thermal speed of $v_{\rm th}$ would change its speed by at most
\[
\frac{v_{\rm th}}{v}=\frac{0.00516}{2.621}\approx0.002,
\]
or 0.2\%.

\subsection*{Is the nonrelativistic formula good enough?}

The ratio of the recoil speed to the speed of light is $\beta=v/c=8.74\times10^{-4}$. The relativistic kinetic energy is $(\gamma-1)mc^2$, with $\gamma=(1-\beta^2)^{-1/2}$. For small $\beta$,
\[
\gamma-1=\frac12\beta^2+\frac38\beta^4+\cdots,
\]
so that
\[
E=\frac12mv^2\left(1+\frac34\beta^2+\cdots\right).
\]
Solving for $v$ at fixed $E$ divides the nonrelativistic speed by the square root of the bracket. To leading order this is a factor $1-\frac38\beta^2$. The speed is lowered by a fraction
\[
\frac38(8.74\times10^{-4})^2\approx3\times10^{-7},
\]
and the permitted step is lengthened by the same fraction. Neither matters here.

\subsection*{What the force does during the first step}

Suppose that the acceleration $a$ along the direction of motion is nearly constant during the step. The displacement is then
\[
s=v\Delta t+\frac12a(\Delta t)^2 .
\]
At a balanced lattice site the forces from the neighbours cancel, so $a=0$ at launch. To see how little an unbalanced force would matter, let a force of magnitude $F$ oppose the motion, so that $a=-F/m$. Setting $s=d$ gives
\[
d=v\Delta t-\frac{F}{2m}(\Delta t)^2 .
\]
Move the force term to the left and divide by $v$:
\[
\Delta t=\frac dv+\frac{F}{2mv}(\Delta t)^2 .
\]
The last term is small, so $\Delta t$ may be replaced in it by $d/v$. This yields
\begin{align}
\Delta t&\simeq\frac dv+\frac{Fd^2}{2mv^3}
=\frac dv\left(1+\frac{Fd}{2mv^2}\right)\nonumber\\
&=\Delta t_0\left(1+\frac{Fd}{4E}\right),
\label{eq:force}
\end{align}
where the last step uses $mv^2=2E$. The correction compares the work $Fd$ done over the permitted distance with the kinetic energy. A force along the motion has the opposite sign and shortens the step by the same small fraction.

For a numerical case, put one silicon atom at rest 2.4 Å ahead of the recoil, with no other neighbours to balance its push. I describe the pair by the Ziegler--Biersack--Littmark (ZBL) potential, a screened Coulomb repulsion made for close atomic collisions:
\begin{align*}
U(r)&=\frac{Z^2e^2}{4\pi\varepsilon_0r}\,\phi(r/a_s),\qquad
a_s=\frac{0.88534\,a_0}{2Z^{0.23}},\\
\phi(x)&=0.18175e^{-3.1998x}+0.50986e^{-0.94229x}\\
&\quad+0.28022e^{-0.4029x}+0.02817e^{-0.20162x}.
\end{align*}
Here $r$ is the separation, $Z=14$, $a_0$ is the Bohr radius and $a_s$ is the screening length. This isolated pair is a model of a close collision. It does not describe bonding in the crystal.

I integrated Newton's equations for the pair with an adaptive eighth-order Runge--Kutta method. The time needed to move 0.05 Å is longer than $\Delta t_0$ by a fraction $2.7\times10^{-6}$. Equation~\eqref{eq:force} turns this into a force of
\[
F\approx\frac{4(10^4\ \text{eV})(2.7\times10^{-6})}{0.05\ \text{Å}}
\approx2\ \text{eV/Å}.
\]
A force of this size does work of only about 0.1 eV over 0.05 Å, while the recoil has 10 000 eV.

\subsection*{Why the step is called initial}

Later in the cascade the energy is shared among many atoms. Let $E_{\max}$ be the kinetic energy of the fastest atom at a given moment. If no atom speeds up appreciably during the step, the argument that led to Eq.~\eqref{eq:step} gives
\begin{equation}
\Delta t\le d\sqrt{\frac{m}{2E_{\max}}} .
\label{eq:adaptive}
\end{equation}
The permitted step varies as $E_{\max}^{-1/2}$. If $E_{\max}$ falls by a factor of 100, the step may become 10 times longer:
\begin{center}
\begin{tabular}{cc}
$E_{\max}$ (eV) & permitted step (fs)\\
\hline
10 000 & 0.0191\\
1000 & 0.0603\\
100 & 0.191\\
10 & 0.603
\end{tabular}
\end{center}
An adaptive simulation therefore starts with a short step and can lengthen it as the energy spreads over many atoms. Close collisions need extra care, as explained below. Keeping 0.019 fs throughout would obey the displacement rule in the later stages too, but would spend many more steps than the rule asks for.

Equation~\eqref{eq:adaptive} cannot be used alone at low energy. As $E_{\max}$ tends to zero it permits an arbitrarily long step, although the atoms still vibrate and the integrator must follow those vibrations. A separate cap $\Delta t_{\rm cap}$ is needed. The two limits are equal when
\[
\Delta t_{\rm cap}=d\sqrt{\frac{m}{2E_{\rm cap}}} .
\]
Squaring both sides and solving for the energy gives
\[
E_{\rm cap}=\frac m2\left(\frac d{\Delta t_{\rm cap}}\right)^2 .
\]
Take a cap of 1 fs as an example. Then $d/\Delta t_{\rm cap}=0.05$ Å/fs, or $5\times10^3$ m/s, and
\begin{align*}
E_{\rm cap}&=\frac12(4.66362\times10^{-26}\ \text{kg})
(5\times10^3\ \text{m/s})^2\\
&=5.83\times10^{-19}\ \text{J}=3.64\ \text{eV}.
\end{align*}
Above 3.64 eV the displacement rule gives the shorter step. Below it the cap does.

\subsection*{Does a collision require a shorter step?}

The displacement rule does not require a step appreciably shorter than the initial one. Consider the isolated pair again, with the second atom initially at rest. Let $U_0$ be the potential energy at the starting separation. Energy conservation reads
\[
\frac12mv_1^2+\frac12mv_2^2+U(r)=E+U_0 .
\]
The ZBL energy is positive, and neither kinetic energy can be negative. Each atom therefore satisfies
\[
\frac12mv_i^2\le E+U_0,\qquad
v_i\le\sqrt{\frac{2(E+U_0)}{m}}
=v\sqrt{1+\frac{U_0}{E}} .
\]
An atom's displacement cannot exceed the length of its path, and the path length cannot exceed its greatest speed multiplied by the time. In one interval $\Delta t_0$ the displacement is thus at most
\[
d\sqrt{1+\frac{U_0}{E}}
\simeq d\left(1+\frac{U_0}{2E}\right).
\]
For a head-on start at 2.4 Å the model gives $U_0=0.918$ eV, so the possible excess is a fraction
\[
\frac{0.918}{2\times10^4}\approx4.6\times10^{-5}.
\]

I followed such collisions for 2 fs with the same Runge--Kutta method. The impact parameters, which are the sideways offsets of the target from the recoil's initial line of motion, were 0, 0.1 and 0.3 Å. The largest displacement of either atom in any sampled interval of length $\Delta t_0$ was 0.050001 Å for the head-on case and 0.050000 Å for the other two. The excess in the first case is possible because the repulsion can release a little of $U_0$ once the atoms are farther apart than at the start. Rounding the step down to 0.019 fs leaves room for it.

This bound belongs to the isolated pair and to a step kept at $\Delta t_0$. In a crystal, other atoms also exchange energy with the two, so a program should keep checking the displacements.

A step that follows Eq.~\eqref{eq:adaptive} needs more care. At closest approach in a head-on collision both atoms move at $v/2$, as the next section shows, and the equation then permits a step of $2\Delta t_0$. During that step the repulsion speeds up the struck atom, which therefore moves farther than $(v/2)(2\Delta t_0)=d$. The rule is broken. The step has to become shorter again as the struck atom takes over the energy. To keep the displacement rule, a program can compare the displacements in each trial step with $d$, and repeat the step with a smaller $\Delta t$ if the limit is exceeded. This controls the displacements only; the energy error has to be checked separately.

Electronic stopping, the loss of energy to electrons, is left out here. Acting as a drag, it slows the recoil and so does not tighten the displacement limit.

\subsection*{Obeying the rule does not guarantee accuracy}

The rule limits how far an atom moves, but not how much the force changes over that distance. A head-on collision shows the difference.

The two atoms have equal masses and one is at rest, so their centre of mass moves at $v/2$. The total mass is $2m$ and the reduced mass is $m/2$. The kinetic energy separates into
\[
\frac12(2m)\left(\frac v2\right)^2
+\frac12\left(\frac m2\right)v^2
=\frac{mv^2}{4}+\frac{mv^2}{4}
=\frac E2+\frac E2 .
\]
The first half belongs to the motion of the centre of mass and cannot be used to bring the atoms together. The second half belongs to the relative motion. At closest approach the relative velocity is zero, so
\[
U(r_{\min})=\frac E2+U_0 .
\]
Solving this equation numerically with a bracketing root finder gives $r_{\min}=0.179$ Å for the ZBL potential. The value depends on the screening model: the Molière function gives 0.180 to 0.190 Å, depending on the screening length used, so for real silicon it is uncertain by about 0.01 Å. The permitted displacement is a sizeable part of it:
\[
\frac d{r_{\min}}=\frac{0.05}{0.179}\approx0.28 .
\]
The repulsion can therefore change strongly within one step.

To see the effect, use the velocity Verlet method, in which
\begin{align*}
\mathbf x_{n+1}&=\mathbf x_n+\mathbf v_n\Delta t
+\frac12\mathbf a_n(\Delta t)^2,\\
\mathbf v_{n+1}&=\mathbf v_n
+\frac12(\mathbf a_n+\mathbf a_{n+1})\Delta t .
\end{align*}
The total energy should stay constant. For the head-on collision, followed for about 2 fs, its absolute deviation from the initial value was:
\begin{center}
\begin{tabular}{ccc}
step (fs) & peak error (eV) & final error (eV)\\
\hline
0.01907 & 26 & $8\times10^{-4}$\\
0.00238 & 0.45 & $1.3\times10^{-5}$\\
0.00119 & 0.11 & $3\times10^{-6}$
\end{tabular}
\end{center}
With the full step the peak error is about 0.3\% of the recoil energy; it lies between 26 and 30 eV, depending on where the steps fall relative to closest approach. With a fixed step it is temporary: $8\times10^{-4}$ eV remains at 2 fs, and about 0.001 eV once the atoms are far apart. The trajectory itself keeps an error: at an impact parameter of 0.1 Å the full step gives the struck atom 5325 eV instead of 5306 eV, about 0.4\% too much, with an equally small final energy error. A small final error alone would thus hide the poor resolution of the closest part of the collision.

Halving the smaller step from 0.00238 to 0.00119 fs reduces the peak error by a factor of 4.00. This is the behaviour expected of a second-order method. With a fixed step, velocity Verlet is reversible in time, so its positions also obey
\[
\mathbf x_{n-1}=\mathbf x_n-\mathbf v_n\Delta t
+\frac12\mathbf a_n(\Delta t)^2 .
\]
Adding this to the formula for $\mathbf x_{n+1}$ gives
\[
\frac{\mathbf x_{n+1}-2\mathbf x_n+\mathbf x_{n-1}}
{(\Delta t)^2}=\mathbf a_n ,
\]
and subtracting it gives
\[
\mathbf v_n=\frac{\mathbf x_{n+1}-\mathbf x_{n-1}}{2\Delta t}.
\]
These are central differences for the acceleration and the velocity. In a Taylor expansion their leading errors are proportional to $(\Delta t)^2$, and so is the leading energy error when the step resolves the collision.

You can add a limit on the work done in one step. The work done on an atom in a short time is $\mathbf F\cdot\mathbf v\,\Delta t$, whose magnitude is at most $|\mathbf F||\mathbf v|\Delta t$. If this estimate, made with the force and velocity at the start of the step, is not to exceed a chosen energy $\varepsilon$, then for every moving atom on which a force acts
\[
\Delta t\le\frac{\varepsilon}{|\mathbf F||\mathbf v|}.
\]
Your simulation would then use the shortest of this limit, the displacement limit and the cap. The force and the speed can grow during the step, so the work actually done can exceed $\varepsilon$, and a displacement can still slightly exceed $d$. A step chosen in this way also destroys the time reversibility of the fixed-step method, so the energy error no longer cancels after the collision. In the head-on case the final error is about 50 eV with Eq.~\eqref{eq:adaptive} alone, and about 4, 0.9 and 0.05 eV with $\varepsilon=1000$, 100 and 10 eV. The choice of $\varepsilon$ should therefore be tested by repeating a hard collision with a smaller value.

For your exercise, the displacement limit alone is asked for, and Eq.~\eqref{eq:step} with the recoil speed gives the required 0.019 fs.
